# Overlapping reaction discs: the density that leaves one percent uncovered

## Problem

In a simple picture of a chemically amplified resist, each acid released by the exposure changes the solubility of the polymer inside a disc of radius $r=2$ nm. The disc centres are scattered at random over the plane, and the discs may overlap.

(a) What mean number $n$ of centres per unit area leaves one percent of the area uncovered, on average?

(b) What density would follow if overlap were ignored, and what fraction would it really leave uncovered?

(c) The light has a wavelength of 13.5 nm. Take the centres to lie in a layer 4 nm thick at the top of the film, with an absorption coefficient $\alpha=5$ per µm and two acids per absorbed photon. What incident dose supplies the density found in (a)?

"At random" means a homogeneous Poisson process: the mean density is the same everywhere, and the positions of the centres do not influence one another. The area considered has no edge effects, because centres just outside it are also present and may cover points inside.

## Hints

1. Do not try to add up the overlaps. Choose one fixed point and ask for the probability that it is uncovered.
2. A disc covers the point if its centre is within $r$ of the point. Where must there be no centres?
3. Place $N$ independent centres in a large area $A$, then let both grow with $N/A=n$ fixed.
4. For (c), work backwards from acids to absorbed photons, and from these to incident photons.

## Solution

### (a) The density

**From area to probability.** Let $I(\mathbf x)=1$ if the point $\mathbf x$ is uncovered and $I(\mathbf x)=0$ otherwise. In a region of area $S$ the uncovered fraction is

$$U=\frac1S\int_S I(\mathbf x)\,d^2x .$$

Now average over all random arrangements. The average of an integral is the integral of the average, whether or not neighbouring points are independent. The average of $I$ is the probability that the point is uncovered, and this probability, called $q$, is the same at every point because the process is homogeneous. Hence

$$\langle U\rangle=\frac1S\int_S q\,d^2x=q .$$

**Which region must be empty.** The fixed point is uncovered when no centre lies within a distance $r$ of it. A disc of area $a=\pi r^2$ around the point must therefore contain no centre. Overlaps need no separate treatment: a point covered five times and a point covered once both count as covered.

**The probability of an empty region.** Put $N$ independent, uniformly distributed centres in an area $A=N/n$ that contains the disc $a$. One centre misses the disc with probability $1-a/A=1-na/N$. All $N$ miss it with probability

$$q_N=\left(1-\frac{na}{N}\right)^N .$$

To find the limit, take the logarithm and use $\ln(1-x)=-x-x^2/2-\dots$ with $x=na/N$:

$$\ln q_N=N\ln\left(1-\frac{na}{N}\right)=-na-\frac{(na)^2}{2N}-\dots$$

As $N$ grows, every term after the first vanishes, so

$$q=e^{-na}=e^{-n\pi r^2}.$$

**Solving for the density.** Taking the logarithm gives $-n\pi r^2=\ln q$, and therefore

$$n=\frac{\ln(1/q)}{\pi r^2}.$$

With $q=0.01$ and $r=2$ nm,

$$n=\frac{\ln 100}{\pi(2\ \text{nm})^2}=\frac{4.6052}{12.566\ \text{nm}^2}=0.3665\ \text{nm}^{-2},$$

or about $3.7\times10^{13}$ per cm².

In a direct simulation with discs thrown at this density, the uncovered fraction was $0.0100\pm0.0001$, where the error is one standard error of the mean.

The finite-$N$ formula shows how fast the limit is reached. For $na=4.6052$ it gives 0.00896 at $N=100$ and 0.00989 at $N=1000$. The second value is about 1 percent below the limit, relative to the limit, as the correction $(na)^2/(2N)=0.0106$ predicts.

### (b) If overlap is ignored

Discs that never overlapped would cover the fraction $na$. Equal discs cannot reach 0.99 in this way, since even their densest packing covers only $\pi/\sqrt{12}=0.907$ of the plane. Applying the rule regardless, with $na=0.99$, gives

$$n=\frac{0.99}{12.566\ \text{nm}^2}=0.0788\ \text{nm}^{-2}.$$

Randomly placed discs of this density really leave $e^{-0.99}=0.372$ of the area uncovered, not 0.01. The simulation gave $0.367\pm0.002$. This is 2.6 standard errors low, a rather large fluctuation for a single comparison, but tiny beside the difference between 0.37 and 0.01.

The two rules agree at low coverage, since $1-e^{-na}\approx na$ when $na\ll1$. At higher coverage, new discs fall largely on ground that is already covered. Differentiating $q=e^{-na}$ gives

$$\frac{dq}{dn}=-a\,q ,$$

so an added disc covers on average only the new area $aq$. At $q=0.01$ this is one percent of the disc's own area. That is why the summed area of all discs must be $na=4.6$ times the area of the floor. Each further reduction of $q$ by a factor of ten adds $\ln(10)/a=0.183$ nm⁻² to the density, half of the value found in (a).

### (c) The dose

Two acids per absorbed photon require $n/2=0.1832$ absorbed photons per nm². By Beer's law, the top layer of thickness $h=4$ nm absorbs the fraction

$$1-e^{-\alpha h}=1-e^{-0.005\times4}=0.0198$$

of the light, with $\alpha$ written as 0.005 nm⁻¹. Reflection is neglected. The incident number is $0.1832/0.0198=9.25$ photons per nm², or $9.25\times10^{14}$ per cm². Each photon carries $hc/\lambda=91.84$ eV, where $h$ is here Planck's constant. With $1\ \text{eV}=1.602\times10^{-19}$ J, the dose is

$$9.25\times10^{14}\ \text{cm}^{-2}\times91.84\times1.602\times10^{-19}\ \text{J}=13.6\ \text{mJ/cm}^2 .$$

## Variation 1: one small window

*At the density of (a), how much does the uncovered fraction vary between square windows of side $W=20$ nm?*

Two points a distance $d$ apart are both uncovered if the union of the two discs of radius $r$ around them contains no centre. The union has area $2a-L(d)$, where $L$ is the overlap area, so the probability is

$$e^{-n(2a-L)}=q^2e^{nL(d)} .$$

The overlap consists of two equal circular segments. Each is a sector of area $r^2\arccos(d/2r)$ minus a triangle of area $(d/2)\sqrt{r^2-d^2/4}$. Doubling gives, for $d\le2r$,

$$L(d)=2r^2\arccos\frac{d}{2r}-\frac d2\sqrt{4r^2-d^2},$$

and $L=0$ for larger $d$. The variance of $U$ is the average of $q^2e^{nL}-q^2$ over all pairs of points in the window:

$$\mathrm{Var}\,U=\frac{q^2}{W^4}\int_{W^2}\!\int_{W^2}\left(e^{nL(|\mathbf x-\mathbf x'|)}-1\right)d^2x\,d^2x' .$$

For a given displacement $(u,v)$ between the points, the first point can lie anywhere in an area $(W-|u|)(W-|v|)$. The four sign combinations of $u$ and $v$ contribute equally. In polar coordinates, with $2r<W$, the integral over one quadrant of directions is

$$\int_0^{\pi/2}(W-d\cos\theta)(W-d\sin\theta)\,d\theta=\frac{\pi W^2}{2}-2Wd+\frac{d^2}{2},$$

because $\cos\theta$ and $\sin\theta$ each integrate to 1 and their product to $1/2$. Hence

$$\mathrm{Var}\,U=\frac{4q^2}{W^4}\int_0^{2r}\left(e^{nL(d)}-1\right)\left(\frac{\pi W^2}{2}-2Wd+\frac{d^2}{2}\right)d\,\mathrm dd .$$

Numerical integration gives a standard deviation of 0.0079, and the simulated windows gave the same value. The window holds 147 centres on average, yet the scatter is 79 percent of the mean uncovered fraction. A Gaussian with this mean and width would put appreciable weight on negative fractions, so it is not a usable description of the windows.

For $W\gg2r$ the first term in the second bracket dominates and the variance falls as $1/W^2$. The one percent of part (a) is thus a mean over many windows or a property of a large area. It does not guarantee one percent in each small feature.

## Variation 2: spheres instead of discs

*Each acid acts in a sphere of radius $r$, and the centres are also spread evenly in depth. What fraction of a plane inside the film is uncovered, if a slab of thickness $2r$ still holds $n$ centres per unit area?*

The density per volume is $n/(2r)$. A point is uncovered if a ball of volume $4\pi r^3/3$ around it is empty. The argument of part (a) holds with volume in place of area:

$$q_{\text{sphere}}=\exp\left(-\frac{n}{2r}\,\frac{4\pi r^3}{3}\right)=\exp\left(-\frac23n\pi r^2\right)=q^{2/3}.$$

The plane must be at least $r$ from the film surfaces, so that the whole ball lies in the film. For $q=0.01$ the result is 0.046, and the simulation gave $0.0460\pm0.0004$. Most spheres are cut off-centre and leave a section smaller than the full disc. To return to one percent, $n$ must rise by the factor $3/2$, to 0.550 nm⁻². With the photon yield and absorption held fixed, the dose rises by the same factor, to 20.4 mJ/cm². This holds for a plane in the middle of the top 4 nm; planes deeper in the film receive less light and need a higher dose.

## How far this describes a real resist

The absorption, acid yield and disc radius are rough values for resists exposed at 13.5 nm, where doses are roughly some tens of mJ/cm². The calculated doses are of this order, but with such rough inputs the agreement is no test of the model. In particular, the doses inherit the uncertainty of $r$. The dose in (c) is proportional to $1/r^2$ at fixed layer thickness. The dose in Variation 2 goes nearly as $1/r^3$, because the slab of thickness $2r$ that must hold the centres also absorbs a fraction of the light nearly proportional to $r$. Of the departures sized here, the spherical shape raises the uncovered fraction most. This ranking holds for the assumed yield of two acids per photon: with four acids per photon at the same $n$ and the same spread as below, clustering alone would give 0.049, slightly above the 0.046 of the spheres. The others below are taken one at a time, for flat discs at the nominal density of (a), and the changes do not simply add.

- **Acids come in pairs.** Let both acids of a photon scatter around the absorption point with a Gaussian spread of 1.5 nm along each axis. A pair covers on average $2a-\langle L\rangle$, with $\langle L\rangle=3.80$ nm². With $n/2$ pairs per unit area, the uncovered fraction is $e^{-(n/2)(2a-\langle L\rangle)}=q\,e^{n\langle L\rangle/2}=0.020$. This takes exactly two acids from every photon, but the real yield varies from photon to photon. Suppose the number is Poisson-distributed with mean two, and let $p(\mathbf x)$ be the probability that one acid of a photon absorbed at $\mathbf x$ covers the point. That photon then misses the point with probability $e^{-2p}$, and the fraction is $\exp\left[-(n/2)\int(1-e^{-2p})\,d^2x\right]=0.030$.
- **Light weakens with depth.** In the lowest 4 nm of a 40 nm film, the density is multiplied by $e^{-0.005\times36}=0.835$. The uncovered fraction there is $q^{0.835}=0.021$.
- **The dose is 5 percent low.** The fraction becomes $q^{0.95}=0.0126$, a rise of 26 percent relative to the target.
- **Radii differ.** If half the discs have radius 1.6 nm and half 2.4 nm, both groups must miss the point. The two probabilities multiply, so $r^2$ is replaced by its mean, 4.16 nm², and the fraction falls to 0.0083.
- **Acid sources are limited.** If acids can form only on a square lattice with one site per nm², and at most one per site, the fraction falls to 0.0036. What matters here is that the number of sites within reach of a point hardly varies from place to place. If the sites were themselves scattered as a Poisson process, the occupied ones would form a Poisson process too, and the fraction would stay at 0.01. Real sources need not be spread so evenly, so the lattice value is only an illustration.

The model also gives each disc a sharp edge and leaves out acid neutralisation and the development step. These were not sized. An uncovered point is therefore a place where the reaction is missing in this model, not yet a printed defect.

The simulated values and their standard errors are listed in the numerical output below.

## Calculated quantities

```
disc radius: 2.0 nm
disc area: 12.5664 nm^2
target uncovered fraction: 0.01
ln(1/q) = summed disc area / floor area: 4.6052
required centre density: 0.3665 per nm^2
required centre density: 3.665e+13 per cm^2
thrown discs, uncovered: 0.00999 +- 0.00012
fixed N = 10: uncovered probability 0.002088
fixed N = 100: uncovered probability 0.008964
fixed N = 1000: uncovered probability 0.009894
fixed N = 10000: uncovered probability 0.009989
density if overlap ignored: 0.0788 per nm^2
it really leaves uncovered: 0.3716
  thrown discs: 0.3669 +- 0.0018
window side: 20 nm
mean centres in window: 146.6
std of uncovered fraction, formula: 0.00789
std of uncovered fraction, thrown: 0.00789
wavelength: 13.5 nm
photon energy: 91.84 eV
absorption coefficient: 5.0 per um
layer thickness: 4.0 nm; film: 40 nm
acids per absorbed photon: 2
fraction absorbed in layer: 0.01980
absorbed photons: 0.1832 per nm^2
incident photons: 9.254 per nm^2
incident dose: 13.62 mJ/cm^2
Neglected effects: uncovered fraction, formula | thrown +- error
spheres cut by plane: 0.04642 | 0.04599 +- 0.00036
acids in pairs: 0.02005 | 0.02007 +- 0.00028
bottom of film: 0.02135 | 0.02175 +- 0.00025
radii 1.6 and 2.4 nm: 0.00832 | 0.00820 +- 0.00014
1 nm site lattice: 0.00361 | 0.00375 +- 0.00009
dose 5 percent low: 0.01259 (formula)
density for 1 percent with spheres: 0.5497 per nm^2
pair blur per axis: 1.5 nm
mean overlap in a pair: 3.798 nm^2
light at bottom layer / top layer: 0.8353
mean squared radius, unequal: 4.16 nm^2
site occupancy on lattice: 0.3665
```
